Isosteric heat from two states of equal coverage

## Problem

A gas adsorbs on a semiconductor surface without dissociating. The same partial coverage θ is found in equilibrium at two states:

state 1: p₁ = 0.001 Pa, T₁ = 700 K
state 2: p₂ = 0.01 Pa, T₂ = 740 K

The isosteric heat q is the enthalpy released per gas particle when a little more gas adsorbs at fixed temperature on a fixed area, so little that the coverage hardly changes. It is positive for exothermic adsorption.

(a) Estimate q by scaling.
(b) Derive the exact relation between q and the two states, and evaluate it.
(c) Compare the two results.
(d) Find the activation energy of desorption that belongs to the same data, and decide when the data determine a heat at all.

The gas is ideal and has the temperature of the surface, and p is the pressure at the surface. The substrate is inert and its area is fixed. The given pressures and temperatures are treated as exact until their errors are discussed.

## First estimate by scaling

A particle bound by an energy q escapes with a probability governed by the Boltzmann factor exp(−q/kT). To hold the coverage when the surface is heated, the pressure must grow roughly in the same proportion:

p ∼ exp(−q/kT)

A small temperature change ΔT changes the exponent by about qΔT/(kT²), so

q ≈ kT² ln(p₂/p₁)/ΔT

Here ln(p₂/p₁) = ln 10 = 2.3026, ΔT = 40 K and k = 8.6173 × 10⁻⁵ eV/K. With T set to the lower temperature,

q ≈ 8.6173 × 10⁻⁵ × 700² × 2.3026/40 eV ≈ 2.43 eV

With T set to 740 K the same formula gives 2.72 eV. The estimate leaves two questions open: which temperature belongs in T², and whether slowly varying factors in front of the exponential matter.

## Exact solution

**Equilibrium.** Particles pass freely between gas and surface, so their chemical potentials are equal:

μ_gas(T, p) = μ_ads(T, θ)

We follow this equality along a line of constant θ. It is convenient to differentiate μ/T, because its temperature derivative contains an energy and no entropy.

**Gas side.** At constant pressure (∂μ/∂T)_p = −s, where s is the entropy per particle, and μ = h − Ts, where h is the enthalpy per particle. Therefore

∂(μ/T)/∂T = −s/T − μ/T² = −(Ts + μ)/T² = −h/T²

For an ideal gas μ_gas = μ°(T) + kT ln(p/p°), where p° is a fixed reference pressure. The enthalpy h_gas does not depend on pressure. Along the line of constant θ the pressure changes too, so

d(μ_gas/T)/dT = −h_gas/T² + k (∂ln p/∂T)_θ

**Adsorbate side.** Let F = U − TS be the free energy of N adsorbed particles on a fixed area. From (∂F/∂T) = −S,

∂(F/T)/∂T = −S/T − F/T² = −(TS + F)/T² = −U/T²

Since μ_ads = ∂F/∂N at fixed T and area, differentiating with respect to N gives

∂(μ_ads/T)/∂T = −u_ads/T², with u_ads = (∂U/∂N) at fixed T and area

The quantity u_ads is the energy added by one more particle, including the change in its interaction with the others. Fixed N on a fixed area means fixed θ, as required.

This step neglects the volume of the adsorbed layer. For a particle 0.5 nm across at state 2, the work needed to displace the gas is pd³ ≈ 1.2 × 10⁻¹⁰ kT. The gas imperfection due to the size of the particles is of the same order.

**Joining the two sides.** Equating the derivatives,

−h_gas/T² + k (∂ln p/∂T)_θ = −u_ads/T²

and solving for the slope,

(∂ln p/∂T)_θ = (h_gas − u_ads)/(kT²) = q/(kT²)

When the energy u_ads added by one more particle lies below h_gas, q is positive and the pressure must rise with temperature, as it does for the two given states.

**Integration.** Because d(1/T) = −dT/T², the slope can be written as d ln p = −(q/k) d(1/T). Integrating from state 1 to state 2, and exchanging the limits to remove the minus sign,

ln(p₂/p₁) = (1/k) ∫ q d(1/T), from 1/T₂ to 1/T₁

The integral equals the mean of q over this interval of 1/T times the length of the interval. Hence

q̄ = k ln(p₂/p₁)/(1/T₁ − 1/T₂)

No constancy of q was assumed. Constancy is needed only if q̄ is to be read as the heat at each single temperature.

**Numbers.** The difference of inverse temperatures is 7.7220 × 10⁻⁵ K⁻¹, so

q̄ = 8.6173 × 10⁻⁵ × 2.3026/(7.7220 × 10⁻⁵) eV = 2.57 eV

This is 248 kJ/mol. The neighbouring combination k/(1/T₁ − 1/T₂) = 1.116 eV is useful below: it is the change of q̄ per unit change of ln(p₂/p₁).

## Comparison of the two results

Writing 1/T₁ − 1/T₂ = (T₂ − T₁)/(T₁T₂) turns the exact formula into

q̄ = k T₁T₂ ln(p₂/p₁)/(T₂ − T₁)

This is the scaling formula with T² replaced by T₁T₂. The estimate at 700 K is therefore too small by the factor T₁/T₂ = 0.946, or 5.4% relative to the exact value. The estimate at 740 K is too large by T₂/T₁ = 1.057. The arithmetic mean, 720 K, works much better, since

720² − 700 × 740 = 518400 − 518000 = 400

which is an excess of 0.08%, or 0.002 eV.

The second open question is settled as well. Slowly varying factors in front of the exponential are already contained in q, through the thermal parts of h_gas and u_ads. They matter when q is translated into a microscopic binding energy or a desorption energy.

## A case in which q is not constant

The averaging statement can be tested on a lattice gas small enough for all its configurations to be summed. Take 12 sites in a periodic 3 × 4 arrangement, a binding energy of 2.6 eV, a repulsion of 0.05 eV for each neighbouring pair, and three vibrations per atom with a quantum of 0.03 eV. The gas is monatomic with mass 70 u, so h_gas = 5kT/2. The binding energy was chosen to give a heat of the size found above, so that similarity is no evidence for the result. The model does not reproduce the given pressures: at θ = 0.30 its equilibrium pressures are 2.3 × 10⁻⁷ Pa and 2.3 × 10⁻⁶ Pa, about 4000 times lower.

At θ = 0.30 the heat is found in two ways. The first uses the equilibrium pressures at 700 K and 740 K in the two-point formula. The second uses energies. At fixed temperature the configurations are weighted by exp(μN/kT) times factors independent of μ, so the derivative of any such average ⟨X⟩ with respect to μ is the covariance of X and N divided by kT. Dividing the result for X = U by that for X = N gives

(∂U/∂N) = cov(U, N)/var(N)

The heat h_gas − (∂U/∂N), averaged over 1/T, is 2.564626 eV. The two pressures give the same 2.564626 eV, although the heat itself falls from 2.5658 eV at 700 K to 2.5634 eV at 740 K. These digits belong to the 12-site cell. In larger cells the heats at this coverage are 0.002 to 0.003 eV higher, and they fall with temperature in the same way.

The dependence on coverage is stronger. At 700 K the model heat drops to 2.48 eV at θ = 0.60. Without repulsion, (∂U/∂N) in this model would not depend on coverage, so the drop is due to the repulsion. A heat obtained at one coverage should therefore not be carried over to another without knowledge of the interactions.

## The desorption energy

Kinetics describes the same equilibrium as a balance of rates. The gas has density p/kT, and the mean inward velocity component, with particles that move away from the surface counted as zero, is

∫₀^∞ v √(m/2πkT) exp(−mv²/2kT) dv = √(kT/2πm)

The product is the impingement flux

Φ = (p/kT) √(kT/2πm) = p/√(2πmkT)

Let a particle stick with constant probability s₀ on an empty site, and let it desorb at the rate ν exp(−E/kT), with constant ν. With N_s sites per area,

s₀ Φ (1 − θ) = N_s ν θ exp(−E/kT)

Divide this balance at state 2 by that at state 1. Since θ is the same, s₀, N_s, ν, m and all factors of θ cancel:

(p₂/p₁) √(T₁/T₂) = exp[(E/k)(1/T₁ − 1/T₂)]

Taking logarithms and solving for E,

E = q̄ − (k/2) ln(T₂/T₁)/(1/T₁ − 1/T₂) ≈ q̄ − (k/2)√(T₁T₂)

In the last step, put x = ln(T₂/T₁). Then T₂ − T₁ = 2√(T₁T₂) sinh(x/2), and the quotient multiplying k/2 becomes √(T₁T₂)(x/2)/sinh(x/2). For x = 0.056 this differs from √(T₁T₂) by about one part in 10⁴. Numerically,

E = 2.570 − 0.031 eV = 2.54 eV

The difference arises because, at equal pressure, a hotter gas strikes the surface less often. As a test, the rate equation was followed from an empty surface with m = 70 u, 7 sites per nm² and s₀ = 1. The prefactor ν was chosen to give θ = 0.500 at state 1. With E = 2.54 eV the coverage at state 2 is also 0.500. If E is set equal to q̄ and ν is adjusted again at state 1, it is 0.493.

The result changes if the gas comes from a chamber at 300 K and p is read there. The arriving flux is then p/√(2πmk × 300 K) at both states, the square root cancels, and the two-point slope of 2.57 eV is E itself. An equilibrium gas at the surface temperature would need the pressure p√(T/300 K) to supply this flux, so the thermodynamic heat becomes 2.60 eV. This correction requires particles that reach the surface without colliding. For a size of 0.5 nm the mean free path at state 2 is 0.92 m in gas at 740 K, and 300/740 of this, 0.37 m, in gas at 300 K. With the latter value, 76% of the particles cross 0.1 m without a collision and only 45% cross 0.3 m, so at state 2 the condition is met only roughly, and only in a small chamber.

## When the data determine a heat

The ratio p₂/p₁ fixes q̄ but does not reveal θ. For the round values above, the flux at state 1 is 1.70 particles per site per second. With s₀ = 1, half coverage requires each adsorbed particle to desorb at the same rate, hence

ν = 1.70 s⁻¹ × exp(E/kT₁) ≈ 3 × 10¹⁸ s⁻¹

For comparison, consider a localized atom without repulsion. Let Λ = h_P/√(2πmkT), with h_P Planck's constant, and let z be the vibrational partition function of the atom, with energies counted from its lowest vibrational level. At half coverage and binding energy ε, measured from the same level, equality of the chemical potentials gives p = (kT/Λ³z) exp(−ε/kT). Inserting this in the rate balance with s₀ = 1 and E = ε, and writing the flux as Φ = pΛ/h_P, gives

ν = kT/(h_P N_s Λ² z)

With the lattice-gas vibrations this is about 2 × 10¹⁵ s⁻¹ at 700 K, more than a thousand times too small. A molecule also has internal motion, with partition function z_int in the gas and z_ads on the surface. Its equilibrium pressure, and so its ν, is multiplied by z_int/z_ads. Rotational freedom that is lost on adsorption could thus supply a larger prefactor; whether it supplies enough depends on the molecule. For Cl₂, which has about the model mass, replacing free rotation by two librations of 0.03 eV gives z_int/z_ads of about 150 at 700 K, short of the factor above a thousand that is needed.

With the customary ν = 10¹³ s⁻¹ and s₀ = 1 the surface is practically full. The empty fraction is about 3 × 10⁻⁶ at both states for E = 2.54 eV. For E = 2.30 eV it is 1.6 × 10⁻⁴ at state 1 and 1.3 × 10⁻⁴ at state 2. A measurement that resolves coverage to 1% would call the two states equal for either energy. In this rate model, equal coverage readings fix the heat only if θ is partial and the measurement resolves its equality. Even then, a resolution of 0.01 in θ leaves E uncertain by about ±0.045 eV at θ = 0.5 and by about ±0.12 eV at θ = 0.1 or 0.9. That resolution would not detect the difference between 0.493 and 0.500 found above.

## Errors and the real process

The two temperatures are close together, so small errors are magnified. Each of the following changes is made with all other data held fixed:

- Lowering T₂ by 1 K raises q̄ by 0.06 eV. Raising both temperatures by 1 K raises it by only 0.007 eV, because T₂ − T₁ is unchanged.
- A pressure ratio 10% higher raises q̄ by 1.116 eV × ln 1.1 = 0.11 eV.
- In the lattice gas, a coverage at state 2 that is 5% higher in relative terms, 0.315 instead of 0.300, raises the apparent heat by 0.14 eV.

In a measurement with errors of this size, even the first decimal of q̄ is uncertain. The further decimals have meaning only for the stated numbers taken as exact.

The pressures correspond to 7.5 × 10⁻⁶ and 7.5 × 10⁻⁵ Torr. The mass, site density and sticking probability are round model values, and the prefactor needed for half coverage is far above the customary one. If a crystal grows from the adsorbed particles, the adsorbate is not in equilibrium with the gas, because part of it is built into the crystal. Suppose this loss equals 10% of the desorption rate at state 1 and is negligible at state 2. The true equilibrium pressure at state 1 is then p₁/1.1, and the heat is 0.11 eV larger than the value inferred from the raw pressures. The two given states cannot reveal such a loss; a separate measurement, for example of the growth rate, is needed. The main computed values are collected in the numerical output.

Numbers as computed

```
State 1: pressure 1e-03 Pa, temperature 700 K
State 2: pressure 1e-02 Pa, temperature 740 K
Pressures in Torr: 7.50e-06 and 7.50e-05
Boltzmann constant: 8.617333e-05 eV/K
ln(p2/p1): 2.302585
1/T1 - 1/T2: 7.72201e-05 1/K
Isosteric heat q: 2.5696 eV per particle
Isosteric heat q: 247.9 kJ/mol
Pressure at T2 by integration: 1.000000e-02 Pa
Lattice model: binding 2.6 eV, repulsion 0.05 eV
Lattice model: vibrational quantum 0.03 eV
Lattice model: coverage 0.30, sites 12
Model heat from two pressures: 2.564626 eV
Model caloric heat, mean over 1/T: 2.564626 eV
Model caloric heat at T1: 2.56580 eV
Model caloric heat at T2: 2.56342 eV
Model caloric heat at T1, coverage 0.60: 2.4818 eV
Model shift, coverage 5% higher at T2: +0.1358 eV
Particle mass: 70 u
Site density: 7 per nm^2
Flux at state 1: 1.700 per site per s
Flux at state 2: 16.538 per site per s
k*sqrt(T1*T2)/2: 0.0310 eV
Desorption energy, gas at surface T: 2.5385 eV
Rate-equation coverages: 0.50000 and 0.50000
Coverage at state 2 if E = q is used: 0.49305
Gauge gas temperature: 300 K
Coverage at state 2, gauge-T gas, E = slope: 0.50000
Heat if pressures were gauge readings: 2.6006 eV
Prefactor needed for half coverage: 3.22e+18 1/s
Prefactor of localized model atom at T1: 2.02e+15 1/s
Residence time at T1, half-coverage case: 0.588 s
Customary prefactor: 1e+13 1/s
Empty fractions then, E = 2.539 eV: 3.11e-06 and 3.11e-06
Empty fractions then, E = 2.300 eV: 1.62e-04 and 1.31e-04
Shift of q if T2 is 1 K lower: +0.0623 eV
Shift of q if p2/p1 is 10% higher: +0.1064 eV
Particle size: 0.5 nm
Mean free path at state 2: 0.92 m
p*size^3/(kT) at state 2: 1.2e-10
```
